\section*{Why constant-capacitance transients stay linear at high trap density}

\section*{Question}

A depleted semiconductor layer contains electron traps at a density comparable with the doping. After a filling pulse the traps emit, and a feedback circuit changes the reverse voltage so that the capacitance stays constant. Why does this voltage follow the trapped charge linearly when the traps are no longer dilute, and what must hold besides a fixed depletion width?

\section*{Mechanism: a lever of fixed length}

Each emitted electron leaves the layer one unit more positive. At fixed voltage the layer responds by shrinking. The positions at which charge counts, and the set of traps able to emit, then change during the measurement. At fixed width the geometry does not change, and the voltage only has to balance the added charge. Poisson's equation is linear in charge, so a fixed geometry gives a linear response.

The lever arm matters, however. A charge at depth $x$ contributes to the voltage in proportion to $x$, so the voltage measures the first moment of the trapped charge. The moment is proportional to the total charge if the charge profile keeps its shape, which is what a uniform emission rate secures.

\section*{From charge to voltage}

The algebra is in atomic units, with permittivity $\kappa/4\pi$ and $g=4\pi/\kappa$. The metal is at $x=0$ and the neutral n-type bulk lies at large $x$. The layer is planar, the electrons are nondegenerate and leakage is neglected. The donor density $N_d$ and trap density $N_t<N_d$ are uniform. The traps are acceptors: negative when filled, neutral when empty. With filled-trap density $n_t$ and free-electron density $n$, the net charge density is
\[
\rho=N_d-n_t-n .
\]
Let $\psi(x)$ be the upward band bending, with $\psi(0)=U$ and $\psi=\psi'=0$ in the bulk. Then $\psi''=g\rho$. Multiplying by $x$ and integrating by parts gives
\begin{equation}
g\int_0^\infty x\rho\,dx=\bigl[x\psi'\bigr]_0^\infty-\int_0^\infty\psi'\,dx=U .
\label{moment}
\end{equation}
The reverse voltage differs from $U$ by a constant, so both have the same transient.

\subsection*{What the capacitance fixes}

Take first a sharp depletion edge at $W$. Traps next to the edge are full, so the charge density there is $n_b=N_d-N_t$. The probe signal is too fast for the traps. Moving the edge by $dW$ therefore changes the charge per area by $dQ_s=n_b\,dW$ and, by (\ref{moment}), the bending by $dU=gWn_b\,dW$. Hence
\begin{equation}
C=\frac{dQ_s}{dU}=\frac{1}{gW}=\frac{\kappa}{4\pi W}
\end{equation}
per area. The trap occupancy has dropped out, so holding $C$ holds $W$.

The real edge is smooth. Where free electrons carry appreciable charge the traps are full, and
\[
\psi''=g n_b\left(1-e^{-\psi/kT}\right).
\]
Multiply by $\psi'$ and integrate from the bulk. With the field $F=-\psi'$,
\begin{equation}
\tfrac12F^2=g n_b\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right]\simeq g n_b(\psi-kT),
\end{equation}
the last form holding for $\psi\gg kT$. There the field is linear, $F=g n_b(W-x)$, which defines $W$ for the smooth edge, and
\begin{equation}
\psi=kT+\tfrac12 g n_b(W-x)^2 .
\label{edge}
\end{equation}
The edge equation does not contain $x$ explicitly, so its solutions differ by a shift. A small voltage change shifts the edge, giving $\delta\psi\propto\psi'$ there, which extrapolates to zero at $W$. Nearer the metal $\delta\psi$ stays linear, because the trap charge is frozen. Thus $C=1/(gW)$ survives, and fixing $C$ fixes the whole free-electron tail.

\subsection*{Which traps emit}

Let $e$ be the emission rate and $n_1$ the electron density at which the capture rate of an empty trap equals $e$. Then
\begin{equation}
\dot n_t=e\frac{n}{n_1}(N_t-n_t)-e\,n_t .
\label{rate}
\end{equation}
Traps with $n\ll n_1$ empty at rate $e$, while those with $n\gg n_1$ stay full. The crossing $n=n_1$ occurs at the bending $\psi_t=kT\ln(n_b/n_1)$. Equation (\ref{edge}) puts it a distance $\lambda$ inside the edge:
\begin{equation}
\lambda=\sqrt{\frac{2(\psi_t-kT)}{g n_b}},\qquad x_2=W-\lambda .
\end{equation}
Between $x_2$ and the bulk the charge is static, apart from a narrow transition at $x_2$. A fixed $W$ therefore also fixes the boundary of the emitting zone.

\subsection*{The linear law}

Write (\ref{moment}) for time $t$ and for the final state, and subtract. The donor term cancels because donors do not change, and the free-electron term because the edge is fixed. With $\delta n_t(x,t)=n_t(x,t)-n_t(x,\infty)$,
\begin{equation}
U(\infty)-U(t)=g\int_0^\infty x\,\delta n_t(x,t)\,dx .
\label{law}
\end{equation}
Nothing was expanded in $N_t/N_d$. High density makes the signal large without bending the relation.

Define the releasable charge $Q=\int\delta n_t\,dx$ and its centroid $\bar x=Q^{-1}\int x\,\delta n_t\,dx$, so that $U(\infty)-U(t)=g\bar xQ$. If the local emission rate is $e(x)$, then $\dot Q=-Q\langle e\rangle$, where the average is weighted by $\delta n_t$. Differentiating the quotient gives
\begin{equation}
\dot{\bar x}=-\langle xe\rangle+\bar x\langle e\rangle
=-\bigl(\langle xe\rangle-\langle x\rangle\langle e\rangle\bigr).
\label{cov}
\end{equation}
The centroid drifts when rate and depth are correlated. For a uniform rate the right side vanishes, $Q(t)=Q(0)e^{-et}$, and
\begin{equation}
U(\infty)-U(t)=g\bar x\,Q(0)e^{-et}.
\end{equation}
If the pulse filled the traps from $x_1$ to $x_2$, then $Q(0)=N_t(x_2-x_1)$ and $\bar x=(x_1+x_2)/2$, so the amplitude is
\begin{equation}
\Delta U=\tfrac12 gN_t(x_2^2-x_1^2).
\label{amp}
\end{equation}

\section*{The same traps at fixed voltage}

Let $f=e^{-et}$ be the occupancy in the emitting zone. The charge density consists of $n_b$ from $0$ to $W$, an extra $N_t$ from $0$ to $x_1$, where traps are empty, and an extra $N_t(1-f)$ from $x_1$ to $W-\lambda$. Adding the moments and the edge term $kT$ from (\ref{edge}),
\begin{equation}
U-kT=\tfrac g2\left[n_bW^2+N_t(1-f)(W-\lambda)^2+N_tfx_1^2\right].
\label{fixed}
\end{equation}
This assumes that traps passed by the receding crossing refill at once. With $U$ fixed, $W$ falls as $f$ falls.

The limit $\lambda,x_1,kT\to0$ shows the contrast. The bracket becomes $(N_d-fN_t)W^2$, since $n_b+N_t(1-f)=N_d-fN_t$. With $r=N_t/N_d$,
\begin{equation}
\begin{aligned}
\text{fixed }U:\quad &\frac{C}{C_\infty}=\sqrt{1-rf}=1-\frac{rf}{2}-\frac{r^2f^2}{8}-\dots,\\
\text{fixed }C:\quad &\frac{U}{U_\infty}=1-rf .
\end{aligned}
\end{equation}
The capacitance signal is linear in $f$ for $r\ll1$; in this limit the voltage signal needs no such condition.

\section*{Numbers for irradiated silicon}

Take phosphorus-doped silicon at 220 K with the phosphorus--vacancy acceptor. Rough typical inputs are $\kappa=11.7$, a level 0.44 eV below the conduction band and a capture cross-section $\sigma=10^{-15}$ cm$^2$. The densities are $N_d=10^{15}$ and $N_t=6\times10^{14}$ cm$^{-3}$, so $n_b=4\times10^{14}$ cm$^{-3}$. Each trap has consumed one phosphorus donor, so $N_d$ counts only the donors left after irradiation; the original doping was at least $1.6\times10^{15}$ cm$^{-3}$. The width is held at 3000 nm. A long filling pulse lowers the bending to 0.50 V.

With $kT=0.01896$ eV and a density-of-states mass of 1.08, $N_c=2(m\,kT/2\pi)^{3/2}$ is $1.77\times10^{19}$ cm$^{-3}$, and $n_1=N_ce^{-0.44/0.01896}=1.47\times10^9$ cm$^{-3}$. The rate is $e=\sigma vn_1=28.9$ s$^{-1}$, where $v=\sqrt{3kT/m}$ with $m=0.26$. The time constant is 34.6 ms.

In these units $g=4\pi(1.440\ \text{V nm})/11.7=1.547$ V nm. The crossing lies at $\psi_t=0.01896\ln(4\times10^{14}/1.47\times10^9)=0.237$ V, so
\[
\lambda=\sqrt{\frac{2(0.237-0.019)}{1.547\times4\times10^{-7}}}\ \text{nm}\simeq840\ \text{nm},
\qquad x_2=2160\ \text{nm}.
\]
Equation (\ref{fixed}) with $f=0$ and $U=0.50$ V gives the pulse width, and subtracting $\lambda$ gives $x_1=337$ nm. Then (\ref{amp}) yields
\[
\Delta U=\tfrac12(1.547)(6\times10^{-7})(2160^2-337^2)\ \text{V}=2.11\ \text{V}.
\]

To go beyond the sharp edge, I solved Poisson's equation with Boltzmann electrons on a 5 nm grid together with (\ref{rate}). At each time step the capacitance was found from the linear response with frozen traps, and $U$ was adjusted to hold it. The bending rises from 2.86 to 4.98 V, an amplitude of 2.12 V. Equation (\ref{law}) holds to $4\times10^{-6}$ of this amplitude, and the crossing moves by 2.3 nm.

The decay is slightly faster than $e^{-et}$: over the first $1/e$ its mean logarithmic rate is $1.04e$. The moment law is satisfied far more closely than this, so the excess comes from trap kinetics. By (\ref{rate}), the local relaxation rate is $e(1+n/n_1)$, which exceeds $e$ near $x_2$. The electron density changes there over a length $kT/F=36.5$ nm, small beside the emitting zone.

For comparison, the same initial state was followed at its initial voltage. The width falls from 3000 to 2372 nm, the crossing moves by 626 nm, and the capacitance signal has a mean rate of about $1.4e$ over the first $1/e$. Equation (\ref{fixed}) reproduces the width within 1.2\%.

The table gives the largest departure of each signal from $e^{-et}$, as a percentage of its full change. The donor density $N_d$, temperature, pulse bending and initial width are the same in all rows. The early time step is $0.05/e$; in the limit of short steps the fixed-$U$ entries fall to about 1.5, 5.2 and 12.5, while the fixed-$C$ entries change by less than 0.1. The fixed-$C$ departure also grows as $N_t$ approaches $N_d$, because the transition at $x_2$ widens while the emitting zone shrinks: at $N_t/N_d=0.9$ it is 5\% from the exponential and 1.8\% from proportionality to total charge, although (\ref{law}) still holds to $10^{-4}$.
\begin{center}
\begin{tabular}{ccc}
$N_t/N_d$ & fixed $C$ & fixed $U$\\
0.05 & 1.0 & 1.6\\
0.30 & 1.2 & 5.5\\
0.60 & 1.7 & 13.1
\end{tabular}
\end{center}

One result is less obvious. Plotted against the total trapped charge, including refilled traps, the fixed-voltage capacitance departs from a straight line by no more than about 1.5\% at $N_t/N_d=0.6$; the feedback voltage departs by 0.7\%. Equation (\ref{fixed}) explains this. The released charge is $R=N_t(1-f)(W-\lambda-x_1)$. Subtracting the initial form of (\ref{fixed}), with $W=W_0$ and $f=1$, gives
\[
n_b(W_0^2-W^2)=R\,(W-\lambda+x_1),
\]
and therefore
\[
\frac{R}{1/W-1/W_0}=n_bW_0\,\frac{W(W_0+W)}{W-\lambda+x_1}.
\]
Between 3000 and 2372 nm the last fraction changes by only about 5\%, because its factors largely compensate. Near-linearity in total charge is thus a feature of these numbers. That charge does not decay exponentially, because refilling changes the set of emptied traps. Fixed capacitance keeps the set fixed.

\section*{When the rate is not uniform}

Suppose traps at $x<1200$ nm emit five times faster than the rest, with the capacitance still held. The moment law again holds to $4\times10^{-6}$ of the amplitude, but the voltage departs from proportionality to total charge by 9.1\% of the full signal. Charge near the metal leaves first, so the centroid of the remaining charge moves deeper into the semiconductor, as (\ref{cov}) requires.

The electric field can produce such a variation. For a short-range neutral core, take the emission rate proportional to the thermally averaged density of states at the trap. In a path-integral average over closed thermal paths of duration $\beta=1/kT$, the field adds the weight $\exp(F\int_0^\beta x\,d\tau)$. The paths are Gaussian with covariance $[\min(\tau,\tau')-\tau\tau'/\beta]/m$, so the integral has variance $(\beta^3/3-\beta^3/4)/m=\beta^3/12m$. The rate is multiplied by
\begin{equation}
\exp\!\left(\frac{F^2\beta^3}{24m}\right).
\end{equation}
The largest field, at the metal in the final state, is 0.039 MV/cm. With the light transverse mass 0.19 the factor is 1.04. Including it in the simulation leaves the departure from charge linearity at 0.7\%. This estimate omits lattice relaxation of the defect. In phonon-assisted tunnelling the factor is $\exp(F^2\tau_2^3/3m)$ with $\tau_2=\beta/2+\tau_1$, and the result above is the case $\tau_1=0$. A defect time $\tau_1$ of $2\times10^{-14}$ to $4\times10^{-14}$ s would raise the factor to between 1.4 and 3.7, with the departure from charge linearity still below 2\%.

An attractive core behaves differently. Along the field the electron's energy is $-1/(\kappa r)-Fr$, whose maximum, at $r=(\kappa F)^{-1/2}$, is $-2\sqrt{F/\kappa}$. Using this lowering for all directions overstates the effect: the rate factor at the largest field is then 10, against about 3 if the lowering is averaged over directions, with none on the uphill side. The larger factor serves here as a severe test. With only the rate law changed, the departure from charge linearity grows to about 3\%, and that from the zero-field exponential to about 45\%. Much faster decay can therefore coexist with a modest loss of charge linearity.

\section*{Relation to a real diode}

The trap fraction 0.6 represents heavy irradiation and is far above the dilute range. In irradiated silicon a divacancy level lies close to the phosphorus--vacancy level, so two rates may overlap. Even if both defects have the same depth profile, their crossings lie at different depths because $n_1$ differs, so the centroids of their releasable charges differ somewhat. The voltage is proportional to the total charge only as far as these centroids agree, and the decay becomes a sum of exponentials. Damage is also often nonuniform in depth. For a given released charge, a centroid displaced by 100 nm from 1250 nm changes the voltage amplitude by 8\%, so the profile must be known before the amplitude can be converted to a charge.

Irradiation also produces shallower acceptors, a second divacancy level near 0.23 eV and the vacancy--oxygen level near 0.17 eV, both close to the bulk Fermi level at 0.20 eV. They lower $n_b$, and for a cross-section near $2\times10^{-15}$ cm$^2$ the first emits at about $4\times10^6$ s$^{-1}$, comparable with the angular frequency of a 1 MHz probe. Where such levels are abundant, the traps are not frozen to the probe and the conversion from $C$ to $W$ must be revised; the model here omits them. The following effects are small for these inputs. The estimated neutral-donor fraction is $5\times10^{-4}$, and $n_b/N_c$ is $2\times10^{-5}$. Hole emission is about $10^{-6}$ of electron emission if the prefactors are equal and the gap is 1.14 eV. The peak field is well below a rough breakdown field of 0.3 MV/cm. A 1 MHz probe has an angular frequency $10^5$ times the trap relaxation rate $2e$ at the crossing. The feedback must respond much faster than 35 ms and supply a swing of about 2.1 V; if it saturates, the voltage stops following the trapped charge and the width begins to move.
